# Coupling Parameter and Mean-Field Validity for Divalent Counterions at Silica

## Problem

A flat silica surface in water carries a negative charge of magnitude $\sigma=0.1\ \mathrm{C/m^2}$ ($10\ \mathrm{\mu C/cm^2}$). Divalent counterions, $q=2$, neutralise it at $T=298$ K. Take the relative permittivity of water as $\varepsilon_r=78$.

1. Calculate the electrostatic coupling parameter.
2. Decide whether Poisson–Boltzmann theory, in which each ion feels only the average charge of the others, describes the counterion layer.

The model has point ions in the half-space $z>0$, a uniformly smeared wall charge at $z=0$, no added salt, and the same permittivity on both sides of the wall. Energies are measured in $kT$ and lengths in nm.

## Hints

**Hint 1.** Find the height $\mu$ over which the wall's attraction alone changes an ion's energy by $kT$. Compare the repulsion of two ions separated by $\mu$ with $kT$.

**Hint 2.** Write the total energy with all lengths divided by $\mu$. How many parameters remain?

**Hint 3.** Count the ions above a wall disc of radius $\mu$. A smooth mean density needs many.

**Hint 4.** Before using the ion density at the wall as evidence for mean-field theory, work out what force balance alone says about it.

## Solution

### The coupling parameter

Two elementary charges at distance $r$ have energy $kT\,l_B/r$, where

$$l_B=\frac{e^2}{4\pi\varepsilon kT},\qquad \varepsilon=\varepsilon_0\varepsilon_r .$$

This Bjerrum length is $0.719$ nm here. The number of wall charges per area is $\sigma_s=\sigma/e=0.624\ \mathrm{nm^{-2}}$.

By Gauss's law a charged plane in a uniform dielectric produces a field $\sigma/(2\varepsilon)$ on each side. It pulls an ion of charge $qe$ towards the wall with a force that does not depend on height. Divided by $kT$, this force is

$$\frac{qe\sigma}{2\varepsilon kT}=\frac{q\sigma_s}{2}\,\frac{e^2}{\varepsilon kT}=2\pi q\,l_B\sigma_s\equiv\frac1\mu ,$$

because $e^2/(\varepsilon kT)=4\pi l_B$. The Gouy–Chapman length is therefore

$$\mu=\frac{1}{2\pi\times2\times0.719\times0.624}\ \mathrm{nm}=0.177\ \mathrm{nm}.$$

The repulsion of two ions at distance $\mu$, divided by $kT$, defines the coupling parameter:

$$\Xi=\frac{q^2l_B}{\mu}=2\pi q^3l_B^2\sigma_s=\frac{q^3e^3\sigma}{8\pi\varepsilon^2(kT)^2}.$$

The last form follows from inserting $l_B^2=e^4/(16\pi^2\varepsilon^2k^2T^2)$ and $\sigma_s=\sigma/e$. Numerically,

$$\Xi=\frac{4\times0.7189}{0.1774}=16.2 .$$

### Why this number decides

The ions' energy, apart from a constant, is

$$\frac{H}{kT}=\sum_{i<j}\frac{q^2l_B}{r_{ij}}+\sum_i\frac{z_i}{\mu}
=\Xi\sum_{i<j}\frac1{\tilde r_{ij}}+\sum_i\tilde z_i ,$$

with $\tilde r=r/\mu$ and $\tilde z=z/\mu$. Neutrality requires $\sigma_s/q$ ions per area. Since $\sigma_s=1/(2\pi q l_B\mu)$, the number per area $\mu^2$ is

$$\frac{\sigma_s\mu^2}{q}=\frac{\mu}{2\pi q^2l_B}=\frac1{2\pi\Xi}.$$

For an unbounded layer, $\Xi$ is thus the only parameter. A disc of radius $\mu$ has area $\pi\mu^2$ and holds $1/(2\Xi)=0.031$ ions. A continuous charge cloud is a poor picture of so few particles.

The lateral spacing follows from the disc whose wall charge neutralises one ion, $\pi a^2\sigma_s=q$:

$$a^2=\frac{q}{\pi\sigma_s}=2q^2l_B\mu=2\Xi\mu^2,\qquad a=\mu\sqrt{2\Xi}=1.01\ \mathrm{nm}.$$

The repulsion at this distance is

$$\frac{q^2l_B}{a}=\frac{\Xi\mu}{\mu\sqrt{2\Xi}}=\sqrt{\frac{\Xi}{2}}=2.85\quad(\text{in }kT).$$

Neighbours are far apart compared with $\mu$, since $a/\mu=5.7$, and they repel by more than the thermal energy. Both facts point away from mean-field theory. To see how large its error is, we need its prediction and that of the opposite limit.

### The mean-field profile

From here until the numerical comparison, $z$ is in units of $\mu$ and forces are in units of $kT/\mu$. Let $n(z)$ be the probability density of an ion's height, and $G(z)$ the fraction of ions above $z$, so that $G'=-n$.

The wall exerts the force $-1$. The counterions carry the same total charge as the wall, so smearing them into sheets gives a push of $+(1-G)$ from those below and $-G$ from those above. The total is

$$-1+(1-G)-G=-2G .$$

In equilibrium $n'/n$ equals the mean force, so $n'=-2nG=2GG'=(G^2)'$. Integration gives $n=G^2+C$.

For an unbounded layer $n$ and $G$ vanish far away, hence $C=0$. Then $-G'=G^2$ with $G(0)=1$ gives

$$G=\frac1{1+z},\qquad n=\frac1{(1+z)^2}.$$

The mean height is $\int_0^\infty G\,dz$, which diverges logarithmically. To have a finite number to compare, place a neutral hard lid at $z=D$. There $G(D)=0$, and we write $C=n(D)=K^2$. Separating variables in $-G'=G^2+K^2$ and integrating from $z$ to $D$ gives

$$\frac1K\arctan\frac{G}{K}=D-z,\qquad G=K\tan[K(D-z)].$$

The condition $G(0)=1$ fixes $K$ through $K\tan KD=1$, with $0<KD<\pi/2$. Integrating by parts, with the boundary terms zero,

$$\langle z\rangle=\int_0^D zn\,dz=\int_0^D G\,dz=-\ln\cos KD .$$

Since $1/\cos^2KD=1+\tan^2KD=1+1/K^2$,

$$\langle z\rangle_{\rm PB}=\tfrac12\ln\!\left(1+\frac1{K^2}\right).$$

For $D=10$, solving for $K$ numerically gives $K=0.1429$ and $\langle z\rangle_{\rm PB}=1.956$. The fraction of ions below $z=1$ is $1-G(1)=0.512$.

### The strong-coupling limit

Now keep the empty disc that repulsion creates around each ion. Suppose an ion sits a height $\delta$ above the plane of its neighbours, which are spread uniformly outside a radius $a$. Their density is $1/(2\pi\Xi)$, and each exerts a vertical force $\Xi\delta/(\rho^2+\delta^2)^{3/2}$ at lateral distance $\rho$. Their sum is

$$\int_a^\infty\frac{2\pi\rho\,d\rho}{2\pi\Xi}\,\frac{\Xi\,\delta}{(\rho^2+\delta^2)^{3/2}}
=\frac{\delta}{\sqrt{a^2+\delta^2}} .$$

Without a hole, $a=0$, this is $+1$ for $\delta>0$: the full push of a smeared sheet, as mean-field theory assumes. With a wide hole it is about $\delta/a=\delta/\sqrt{2\Xi}$, which vanishes as $\Xi\to\infty$ at fixed $\delta$. Only the wall's force $-1$ then remains, so

$$n=e^{-z},\qquad \langle z\rangle=1,\qquad 1-G(1)=1-e^{-1}=0.632 .$$

The lid at $D=10$ does not alter these values at the digits shown. For the present surface, however, $\delta=1$ gives a neighbour force of $1/\sqrt{5.7^2+1}=0.17$ of the wall's force. This sharp-edged hole is a crude estimate, but it warns that the limiting profile is not accurate either.

### A quantity that cannot discriminate

The density at the wall looks like an obvious test of a theory. Integrate $n'=nf$, where $f(z)$ is the mean force on an ion at height $z$:

$$n(D)-n(0)=\int_0^D nf\,dz=-1 .$$

The right-hand side holds because the ions' mutual forces cancel in pairs when averaged over all ions, leaving the wall's force $-1$. Thus $n(0)-n(D)=1$ for every $\Xi$ in this model. Mean-field theory obeys it too, because $n(0)-n(D)=G(0)^2=1$. Agreement at contact therefore says nothing about the validity of the rest of the profile.

### Numerical comparison

The scaled energy can be sampled directly by the Metropolis Monte Carlo method. The values below come from 100 ions in a laterally periodic square cell with the lid held at $D=10\mu$, using 40 independent copies and 65 sampled sweeps per copy. Charge in the periodic images outside the central square was smeared into uniform sheets.

The last column counts ion pairs with lateral separation below $a/2$, relative to the number for random lateral positions. The runs are short and start from a regular lattice, so this column is a rough measure; at $\Xi=16.2$ it should be read as about 0.1.

| $\Xi$ | $\langle z\rangle/\mu$ | share below $\mu$ | close pairs |
|---|---|---|---|
| 0.05 | 1.945 | 0.514 | 0.95 |
| 2.03 | 1.816 | 0.540 | 0.52 |
| 16.2 | 1.401 | 0.590 | 0.085 |
| 1000 | 1.018 | 0.629 | 0.000 |

The statistical errors of the mean heights are at most $0.004\mu$. Systematic errors from the short runs, the lattice start and the smeared images are larger: longer sampling from random starts with full periodic (Ewald) sums raises the mean heights at $\Xi=2.03$ and $16.2$ by about $0.01\mu$, to $1.82\mu$ and $1.41\mu$, so the third decimal is not significant. At $\Xi=0.05$ the result lies 0.6% below the mean-field value, more than its statistical error. Nonzero coupling and the finite number of ions can both contribute, and this run does not separate them.

For the divalent layer the mean height is

$$1.401\times0.177\ \mathrm{nm}=0.248\ \mathrm{nm}.$$

Mean-field theory gives $0.347$ nm, which is about 40% too large relative to the simulation (38–40% within the systematic error). The strong-coupling limit is 29% too small. The 40% belongs to this lid, at $1.77$ nm: the mean-field height grows with $D$, so another lid would give another percentage.

The lateral structure gives a sharper verdict. Mean-field theory has no correlation between ions and would put 1 in the last column; the simulation gives about 0.1. Each ion is surrounded by a region that others rarely enter.

**Judgement.** With $\Xi\approx16$, Poisson–Boltzmann theory is not quantitatively valid for this counterion layer. Nor has the layer reached the strong-coupling limit. A calculation that retains ion correlations is needed.

Because $\Xi\propto\sigma$ at fixed valence, temperature and permittivity, it falls to 1 at

$$\sigma=\frac{0.1}{16.2}\ \mathrm{C/m^2}=0.0062\ \mathrm{C/m^2}.$$

At this charge two ions a distance $\mu$ apart repel by just $kT$. It is not a threshold below which mean-field theory suddenly becomes accurate: the table shows a gradual change.

### What the silica surface adds

Silica has a much lower permittivity than water, roughly 4. An ion at height $z$, now in nm, is therefore repelled by an image charge of the same sign, $\Delta qe$, at depth $z$ behind the surface, where

$$\Delta=\frac{\varepsilon_w-\varepsilon_s}{\varepsilon_w+\varepsilon_s}=\frac{78-4}{78+4}=0.902 .$$

The separation is $2z$, and a further factor $1/2$ arises because the image is induced by the ion itself. The energy in $kT$ is $q^2l_B\Delta/(4z)$. For a rough hydrated-ion radius of $0.40$ nm it is

$$\frac{4\times0.719\times0.902}{4\times0.40}=1.62 .$$

The wall's pull changes as well. The field $E$ of the surface charge has equal strength on both sides, so Gauss's law reads $\varepsilon_0(\varepsilon_w+\varepsilon_s)E=\sigma$. Since $1+\Delta=2\varepsilon_w/(\varepsilon_w+\varepsilon_s)$, this field is $(1+\Delta)$ times the earlier $\sigma/(2\varepsilon)$. For a single ion, with its neighbours' forces neglected, image repulsion and wall attraction balance when

$$\frac{q^2l_B\Delta}{4z^2}=\frac{1+\Delta}{\mu},\qquad
z=\mu\sqrt{\frac{\Xi\Delta}{4(1+\Delta)}}=0.246\ \mathrm{nm}.$$

This is less than the ion radius, so in this estimate attraction still wins at closest approach.

The example corresponds to silica in an alkaline wet-processing bath in which calcium-like ions are the main positive ions. If the bath also holds much more monovalent salt or base, for instance 100 mmol/L against 1 mmol/L of divalent ions, monovalent ions can supply much of the neutralising charge and the model no longer applies. The charge of real silica depends on pH and salt; $0.1\ \mathrm{C/m^2}$ is a rough value on the high side, and near-neutral, dilute baths give less. The point-ion assumption plainly fails: the ion radius is $2.3\mu$ and exceeds the calculated mean height, so $0.248$ nm is not a literal ion position. Discrete wall charge matters too. For a square lattice of sites $1.27$ nm apart, a direct lattice sum with water's permittivity on both sides gives an energy difference of $1.4\,kT$ between positions above a site and above a hollow, at height $0.40$ nm. For charges on the silica surface the factor $1+\Delta$ raises this to $2.6\,kT$. By contrast, the Debye length of a 1 mmol/L 2:1 salt, from linearised Poisson–Boltzmann theory, is $5.5$ nm, well beyond the lid. At the wall, the surface charge and the neutralising counterions together produce a mean field $\sigma/\varepsilon$, about $1.5$ MV/cm. Alignment of water dipoles by this field lowers the permittivity to about 76 in an independent-dipole estimate fitted to the zero-field value; $\Xi$ becomes 16.9. Booth's formula, which includes local fields and correlations between dipoles, predicts a stronger reduction, whose size depends on the form used. It replaces the argument of the Langevin function by $\beta E$. The original form, with $\beta\approx0.8$–$0.9\times10^{-8}$ m/V, gives a permittivity of about 70 and $\Xi$ near 20; a common parameterisation with $\beta\approx1.4\times10^{-8}$ m/V gives about 52 and $\Xi$ near 36. These estimates insert the wall value of the permittivity everywhere, so they show only the direction and rough size of the effect. Chemical binding of ions is not included. If it merely reduced the effective wall charge, a sixteenfold reduction would be needed to bring $\Xi$ to 1.

## Variation 1: monovalent counterions

Keep the surface charge, temperature and permittivity, but set $q=1$. Since $\Xi\propto q^3$,

$$\Xi=\frac{16.2}{2^3}=2.03 .$$

The length $\mu\propto1/q$ doubles to $0.355$ nm. With the lid again at $10\mu$, now twice as far away in nm, the table gives a mean height of $1.816\mu$. The mean-field value $1.956\mu$ is too large by 7–8%.

Mean-field theory is thus usable for this mean height if an error near 10% is acceptable. It is not reliable for the lateral structure: close pairs occur at only about half the random rate. Whether a theory is valid depends on the quantity asked for.

## Variation 2: a warm bath

Raise the temperature to 333 K at fixed surface charge, and take a rough water permittivity of 67. From $\Xi\propto(\varepsilon_rT)^{-2}$,

$$\Xi=16.2\left(\frac{78\times298}{67\times333}\right)^2=17.6 .$$

The coupling rises slightly although the bath is hotter. Thermal energy grows, but the weaker dielectric screening more than compensates, because the product $\varepsilon_rT$ falls. In this model, heating the bath does not rescue mean-field theory.
